# The LNV gradient at an idempotent density matrix and simplified minimization, part 2

A density-matrix minimization lowers the energy by moving a matrix \(P\) along a search direction. The question is whether the chemical potential \(\mu\) must be adjusted to hold the electron number, and how long each step should be.

The basis is orthonormal, the Hamiltonian \(H\) is Hermitian and fixed, and the electrons are spinless. The starting matrix is Hermitian with \(P^2=P\) and \(\mathrm{Tr}\,P=N\); it projects on the filled states, and \(Q=I-P\) projects on the empty ones. Purification applies the McWeeny polynomial

\[
f(x)=3x^2-2x^3 ,
\]

which satisfies \(f(1-x)=1-f(x)\). The Li–Nunes–Vanderbilt function is \(\Omega(P)=\mathrm{Tr}[f(P)(H-\mu I)]\). At the starting matrix its gradient, the simplified gradient, is free of \(\mu\):

\[
G=PH+HP-2PHP=PHQ+QHP,\qquad \mathrm{Tr}\,G=0 .
\]

It vanishes if and only if \(P\) commutes with \(H\). Its norm is the root of the summed squared moduli of its elements.

A step of length \(\lambda\), in inverse energy, gives \(X=P-\lambda G\). From \(PG+GP=G\) follows

\[
X^2-X=\lambda^2G^2 .
\]

Orthonormal filled vectors \(u_i\) and empty vectors \(v_i\) form pairs with singular values \(s_i\ge0\):

\[
Gu_i=s_iv_i,\qquad Gv_i=s_iu_i .
\]

The eigenvalues of \(X\) in each pair are

\[
x_{i\pm}=\tfrac12\pm\sqrt{\tfrac14+\lambda^2s_i^2}.
\]

Unpaired vectors keep occupation 1 or 0. Therefore

\[
\mathrm{Tr}\,f(P-\lambda G)=N ,
\]

also after further purifications, and \(\mu\) adds only a constant to \(\Omega\) along the line.

The two-site example has site energies \(\mp\Delta\) and real coupling \(t\), with the low site filled at the start. The four-site chain has site energies \(-1,+1,-1,+1\) eV and hopping \(-1\) eV between neighbours. For contrast, its low sites were also given occupation 0.9. Then \(D=P-P^2\) is not zero, and the full gradient has the trace

\[
\mathrm{Tr}\,\nabla\Omega=6\,\mathrm{Tr}\big[D(H-\mu I)\big].
\]

### Energy along the line

The purification correction factorizes:

\[
f(X)-X=3X^2-2X^3-X=(X^2-X)(I-2X),
\]

as multiplying out the right side shows. Insert \(X^2-X=\lambda^2G^2\) and \(X=P-\lambda G\):

\[
f(X)=P-\lambda G+\lambda^2G^2(I-2P)+2\lambda^3G^3 .
\]

Multiply by \(H\) and take the trace. In the linear term \(G\) has no diagonal blocks, so it meets just the coupling part of \(H\), which is \(G\) itself:

\[
\mathrm{Tr}(GH)=\mathrm{Tr}\,G^2 .
\]

The matrix \(G\) turns filled vectors into empty ones and the reverse. Its cube does the same and also has no diagonal blocks, so \(\mathrm{Tr}(G^3H)=\mathrm{Tr}\,G^4\). The line energy is

\[
E(\lambda)=\mathrm{Tr}[f(X)H]=\mathrm{Tr}(PH)-g\lambda+c_2\lambda^2+c_3\lambda^3
\]

with

\[
g=\mathrm{Tr}\,G^2,\qquad
c_2=\mathrm{Tr}[G^2(I-2P)H],\qquad
c_3=2\,\mathrm{Tr}\,G^4 .
\]

The pairs give these coefficients a direct reading. On \(u_i\) and on \(v_i\), \(G^2\) acts as \(s_i^2\), while \(I-2P\) is \(-1\) on filled and \(+1\) on empty vectors. Thus

\[
g=2\sum_i s_i^2,\qquad
c_2=\sum_i s_i^2\big(\langle v_i|H|v_i\rangle-\langle u_i|H|u_i\rangle\big),\qquad
c_3=4\sum_i s_i^4 .
\]

The slope comes from the coupling of filled and empty states. The quadratic coefficient weighs the energy needed to move charge from \(u_i\) to \(v_i\), and it can be negative if the starting occupation is inverted.

### The best step

Setting \(dE/d\lambda=0\) gives

\[
3c_3\lambda^2+2c_2\lambda-g=0 .
\]

For \(G\ne0\), both \(g\) and \(c_3\) are positive. The product of the roots is \(-g/(3c_3)<0\), so there is one positive root:

\[
\lambda_*=\frac{-c_2+\sqrt{c_2^2+3c_3g}}{3c_3}
=\frac{g}{c_2+\sqrt{c_2^2+3c_3g}} .
\]

The second form follows by multiplying numerator and denominator by \(c_2+\sqrt{c_2^2+3c_3g}\). For positive \(c_2\) it avoids the subtraction of nearly equal numbers close to convergence. The energy falls at \(\lambda=0\) and rises at large \(\lambda\), so this root is the minimum for positive steps.

A weak coupling provides a limit. For two sites \(g=2t^2\), \(c_2=2\Delta t^2\) and \(c_3=4t^4\). When \(|t|\ll\Delta\), the term \(3c_3g\) is small beside \(c_2^2\), and

\[
\lambda_*\approx\frac{g}{2c_2}=\frac{1}{2\Delta}.
\]

The off-diagonal element of \(X\) becomes \(-t/(2\Delta)\). This is the first-order mixing amplitude of perturbation theory: minus the coupling divided by the level separation.

Both parts of the result were tested on a random Hamiltonian. The cubic coefficients agreed with an interpolation of \(\Omega\) at two values of \(\mu\), and \(\lambda_*\) agreed with a numerical line minimization.

### How far purification may be trusted

The next gradient should be formed at an idempotent matrix, so \(f\) is applied repeatedly to \(X\). Its action on an occupation follows from

\[
f(x)-x=x(1-x)(2x-1).
\]

For \(\tfrac12<x<1\) this is positive. Since \(f\) increases between 0 and 1 and \(f(1)=1\), the iterates rise without passing 1, and their limit is the fixed point 1. By the symmetry \(f(1-x)=1-f(x)\), occupations between 0 and \(\tfrac12\) go to 0.

A step along the line produces occupations above 1. There \(f\) decreases, and the first purification must still land above \(\tfrac12\). The boundary follows from

\[
f(x)-\tfrac12=-\tfrac12(2x-1)(2x^2-2x-1),
\]

whose root above 1 is \(x=(1+\sqrt3)/2\). The larger occupation of a pair stays below this value if

\[
\tfrac12+\sqrt{\tfrac14+\lambda^2s_i^2}<\tfrac12+\tfrac{\sqrt3}{2}.
\]

Subtracting \(\tfrac12\) and squaring gives \(\lambda^2s_i^2<\tfrac12\). For all pairs together the condition is

\[
\lambda s_{\max}<\frac{1}{\sqrt2}.
\]

Purification then leads to the projector on the eigenvectors of \(X\) with eigenvalues above \(\tfrac12\). Just beyond the limit, the larger occupation is sent below \(\tfrac12\) and ends at 0, while its partner ends at 1. The two states have exchanged their roles, and the trace is still \(N\). A correct trace is therefore no proof of a sound step. A numerical test at 0.98 and 1.02 times the limit found the expected projector in the first case and a different one, with the same trace, in the second.

### A four-site chain

Take the open chain used earlier, with site energies \(-1,+1,-1,+1\) eV, hopping \(-1\) eV and two spinless electrons. The starting projector fills the two low sites, so \(\mathrm{Tr}(PH)=-2\) eV. Each hop connects a filled site with an empty one, and \(G\) is the whole hopping matrix.

There are three bonds, each with two matrix elements of size 1 eV, so \(g=6\ \mathrm{eV}^2\). The filled vectors have energy \(-1\) eV and the empty ones \(+1\) eV, a separation of 2 eV. With \(\sum_is_i^2=g/2=3\ \mathrm{eV}^2\),

\[
c_2=2\times3=6\ \mathrm{eV}^3 .
\]

The diagonal elements of \(G^2\) are 1, 2, 2, 1 in \(\mathrm{eV}^2\). Its nonzero off-diagonal elements connect sites 1 and 3 and sites 2 and 4, each with the value 1. The sum of all squared elements is \(1+4+4+1+4=14\), so \(c_3=2\times14=28\ \mathrm{eV}^4\). The best step is

\[
\lambda_*=\frac{6}{6+\sqrt{36+3\times28\times6}}\ \mathrm{eV}^{-1}
=0.2052\ \mathrm{eV}^{-1}.
\]

The line energy in eV is then

\[
-2-6(0.2052)+6(0.2052)^2+28(0.2052)^3=-2.737 .
\]

The largest singular value is \(s_{\max}=1.618\) eV, so \(\lambda_*s_{\max}=0.332\), safely below the limit 0.707. The occupations of \(X\) are \(-0.100\), \(-0.016\), \(1.016\) and \(1.100\). They form two pairs that each add up to 1.

Full purification lowers the energy further, from \(-2.737\) to \(-2.849\) eV. The reason can be worked out pair by pair. Write an occupation above 1 as \(1+\delta\). One purification gives

\[
f(1+\delta)=1-3\delta^2-2\delta^3 ,
\]

and leaves the fraction \(3\delta^2+2\delta^3\) of an electron in the upper state of the pair. For \(\delta=0.100\) this is 0.032.

The two states are eigenvectors of \(X\), rotated from \(u_i\) and \(v_i\) by an angle \(\theta_i\) with \(\tan2\theta_i=2\lambda s_i\). In this chain the pair Hamiltonian has diagonal elements \(\mp\Delta\), with \(\Delta=1\) eV, and coupling \(s_i\). The energies of the two rotated states therefore differ by

\[
2(\Delta\cos2\theta_i+s_i\sin2\theta_i).
\]

For the first pair \(\tan2\theta=0.664\), and the difference is 3.46 eV. Moving 0.032 electrons down gains 0.111 eV. The second pair has \(s^2=3-1.618^2=0.382\ \mathrm{eV}^2\), and the same calculation gives 0.002 eV. The sum, 0.113 eV, accounts for the fall.

This fall belongs to the example. The line formula gives the minimum after one purification, and it does not by itself guarantee a lower energy after many. Full purification can even end above the starting energy. Take two uncoupled pairs, one with filled and empty energies \(+10\) and \(-10\) eV and coupling 1 eV, the other with \(-1000\) and \(+1000\) eV and coupling 0.1 eV. The best step has \(\lambda_*s_{\max}=0.41\), inside the limit, yet the first pair gains 2.90 eV and the second loses 3.34 eV, a net rise of 0.44 eV.

### Repeating the step

The steepest-descent cycle is now complete: form \(G\) from an idempotent \(P\), calculate \(\lambda_*\), and take \(\lambda=\lambda_*\) if \(\lambda_*s_{\max}<1/\sqrt2\), or a shorter step that meets this limit if not. Then move to \(P-\lambda G\) and purify until the matrix is idempotent again. No value of \(\mu\) enters. The cycle stops where \(P\) commutes with \(H\), which need not be the ground state, and the energy of the purified matrix should be compared with that of the previous cycle.

The check is needed because \(\lambda_*\) minimizes the energy after one purification and takes no account of the limit. Suppose the two-site problem is started with the high site filled. Then \(c_2=-2\Delta t^2\), and the best step gives

\[
\lambda_*|t|=\frac16\left(\frac{\Delta}{|t|}+\sqrt{\frac{\Delta^2}{t^2}+6}\right).
\]

For \(\Delta=3|t|\) this is 1.15, well above 0.707, and repeated purification diverges. Divergence begins at \(\lambda s=1\): there \(x^2-x=1\) and \(f(x)=1-x\), and beyond it the larger occupation of the pair grows at each purification. Between 0.707 and 1 the occupations stay bounded, but the two states may end up exchanged. An inverted start is not needed to break the limit. With 200 pairs of separation 0.1 eV, one coupled by 1 eV and the rest by 0.3 eV, \(\lambda_*s_{\max}=1.04\).

For the chain, the energies after the first three cycles are \(-2.8494\), \(-3.0641\) and \(-3.0770\) eV. After 13 cycles the norm of \(G\) is \(2.8\times10^{-8}\) eV. The energy is \(-3.07768\) eV, or \(-4.93099\times10^{-19}\) J, and agrees with diagonalization to rounding error. The trace remains 2 in all printed cycles. The tests also confirmed that the energy fell from cycle to cycle within rounding and that every step respected the purification limit. The numerical output is given below.

The answer can be checked by hand. Each pair is a two-level problem with energies \(\pm\sqrt{\Delta^2+s_i^2}\). With \(s_i^2=2.618\) and \(0.382\ \mathrm{eV}^2\), the lower levels are \(-1.902\) and \(-1.176\) eV. Their sum is \(-3.078\) eV.

### Where the argument needs care

**Wrong electron number.** The cycle preserves the \(N\) of its starting projector. If that number is wrong, no later step repairs it. The starting projector must be prepared with the intended trace, or \(N\) must be adjusted by a separate procedure.

**Conjugate directions.** A conjugate-gradient method adds part of an older direction to the new gradient. The older direction was off-diagonal with respect to the previous projector and need not be so for the present one. For a traceless Hermitian direction \(Y\), expansion of the purified trace gives

\[
\mathrm{Tr}\,f(P+\lambda Y)=N+3\lambda^2\,\mathrm{Tr}[Y^2(I-2P)]-2\lambda^3\,\mathrm{Tr}\,Y^3 .
\]

The terms linear in \(\lambda\) have the coefficients \(6\,\mathrm{Tr}(PY)\), from the square in \(f\), and \(-6\,\mathrm{Tr}(P^2Y)\), from the cube. They cancel because \(P^2=P\). The second-order and third-order terms need not vanish, and with either of them \(\mu\) can return to the line search. Replacing \(Y\) by \(PYQ+QYP\) removes the diagonal blocks. The squared direction then has equal traces in the filled and empty spaces, its cube has no trace, and the purified electron number is again constant along the line.

**Truncated matrices.** Linear scaling requires small or distant matrix elements to be dropped. Dropping off-diagonal elements of \(G\) leaves its trace unchanged, but it can destroy \(PG+GP=G\), on which the line results rest. Truncating \(P\) can create an idempotency error \(D=P-P^2\), and the simplified gradient then has the trace \(2\,\mathrm{Tr}(DH)\). Both \(\mathrm{Tr}\,P\) and the norm of \(D\) should be monitored against the accuracy wanted in the energy.

**Self-consistent fields.** If the energy is a functional \(E[P]\) with \(dE=\mathrm{Tr}(F\,dP)\), the effective Hamiltonian \(F\) takes the place of \(H\) in the gradient. At an idempotent matrix \(f(P)=P\), so \(F\) is evaluated at \(P\) itself and the first-order result keeps its form. At a finite step \(F\) changes with the density matrix. The cubic \(E(\lambda)\) then describes the fixed-\(F\) problem, and its minimum need not be the minimum of the full energy. The conservation of \(N\) along \(P-\lambda G\) is unaffected, because its proof uses the block structure of \(G\) and not the energy.

## Calculated quantities

```
On-site energies -/+ (eV): -1.0 1.0
Hopping (eV): -1.0  electrons: 2
Levels (eV): -1.902113 -1.175571 1.175571 1.902113
Energy from diagonalization (eV): -3.07768354
Gradient G at the start, rows (eV):
    0.00 -1.00  0.00  0.00
   -1.00  0.00 -1.00  0.00
    0.00 -1.00  0.00 -1.00
    0.00  0.00 -1.00  0.00
Two chemical potentials compared (eV): 0.0 0.5
Largest numerical gradient change (eV): 1.0e-08
Contrast: low-site occupations 0.9, high-site 0
  full gradient trace at mu=0.0 eV (eV): -1.0800
  full gradient trace at mu=0.5 eV (eV): -1.6200
  simplified gradient trace (eV): -0.3600
g (eV^2): 6.0000
c2 (eV^3): 6.0000
c3 (eV^4): 28.0000
Best step lambda (1/eV): 0.205213
Largest singular value s_max (eV): 1.618034
lambda*s_max: 0.332042  limit: 0.707107
Eigenvalues of X: -0.100210 -0.015835 1.015835 1.100210
Start energy (eV): -2.000000
Energy after one McWeeny step (eV): -2.736628
Energy after full purification (eV): -2.849413
Trace of X after one McWeeny step: 2.0000000000
Descent: step, energy (eV), norm of G (eV), trace of P
    0 -2.00000000 2.45e+00 2.00000000
    1 -2.84941309 1.23e+00 2.00000000
    2 -3.06405623 2.71e-01 2.00000000
    3 -3.07698715 6.53e-02 2.00000000
    4 -3.07764642 1.43e-02 2.00000000
    5 -3.07768156 3.48e-03 2.00000000
   13 -3.07768354 2.78e-08 2.00000000
Largest lambda*s_max in the descent: 0.332042
Final energy (eV): -3.07768354
Final energy (J): -4.930993e-19
Final minus diagonalization, absolute (eV): 4.4e-16
```
